# Tilt of alkanethiol chains on gold from two areas

## The problem

In area-selective deposition, a metal region can be kept free of growth by covering it with a layer of long molecules before the deposition begins. Octadecanethiol on gold is such a layer. The sulfur end of each molecule binds to the metal, and a chain of 18 carbon atoms points away from it.

Two areas describe the packing. Measured perpendicular to its own axis, a chain needs $A_c=0.184\ \mathrm{nm^2}$. This is the area per chain in a dense packing of parallel chains, so it includes the small gaps between neighbours. On the gold surface, each molecule has $A_s=0.216\ \mathrm{nm^2}$ at its disposal.

Take the chains to be straight, parallel and all tilted by the same angle $\theta$ from the surface normal, with $0\le\theta<90^\circ$. The surface is flat and every binding site is filled.

(a) What area does a tilted chain occupy in a plane parallel to the surface?

(b) Which tilts are possible without overlap, and what tilt do you expect if attraction between the chains removes all the free area?

(c) Can any shape of chain really reach this tilt on a triangular lattice of binding sites?

(d) How well do the three-digit areas fix the angle?

(e) How high does the carbon backbone stand? Use a bond length $b=0.153$ nm and a bond angle $\alpha=112^\circ$, both rough typical values.

## Hints

**For (a).** Treat the chain as a long prism of arbitrary cross-section. Follow each of its edges down to the surface. One direction in the footprint is stretched and the other is not.

**For (b).** Add up the footprints of many molecules and compare the sum with the surface available to them. This comparison gives an inequality. A further physical assumption is needed to turn it into an estimate.

**For (c).** Look at the lattice of binding sites along the chain axes. Tilting shortens the distances in one direction. Then look for a simple shape that fills the shortened lattice.

**For (d).** Differentiate the relation between the angle and the areas, keeping both areas variable.

**For (e).** The carbon atoms form a flat zigzag. Separate each bond into a part along the chain axis and a part across it.

## Solution

### (a) The footprint of a tilted chain

Let $z$ be the surface normal, and let the chain lean towards $+x$. Its axis has the direction

$$\mathbf t=(\sin\theta,\,0,\,\cos\theta).$$

Two unit vectors perpendicular to the axis, and to each other, are

$$\mathbf e_1=(\cos\theta,\,0,\,-\sin\theta),\qquad \mathbf e_2=(0,1,0).$$

A point on the outline of the perpendicular cross-section is $u\,\mathbf e_1+v\,\mathbf e_2$. The edge of the prism through this point consists of the points

$$u\,\mathbf e_1+v\,\mathbf e_2+s\,\mathbf t ,$$

where $s$ is the distance travelled along the axis. The edge meets the surface $z=0$ when its $z$ component vanishes:

$$-u\sin\theta+s\cos\theta=0\quad\Rightarrow\quad s=u\tan\theta .$$

At that place the other two coordinates are

$$x=u\cos\theta+s\sin\theta
=u\,\frac{\cos^2\theta+\sin^2\theta}{\cos\theta}
=\frac{u}{\cos\theta},\qquad y=v .$$

The outline is therefore stretched by $1/\cos\theta$ along the tilt and left unchanged across it. Every area is multiplied by the same factor, whatever the shape of the outline:

$$A_{\text{foot}}=\frac{A_c}{\cos\theta}. \tag{1}$$

The direction of $x$ was chosen along the tilt, so the result holds for every azimuth. An upright chain has $A_{\text{foot}}=A_c$, as it must, and the footprint grows as the chain leans over.

### (b) The largest tilt and the expected tilt

Parallel prisms overlap in space if and only if their footprints overlap. The reason is that any other plane parallel to the surface cuts the same pattern, merely shifted sideways. It is thus enough to look at one plane.

Consider $M$ molecules, with $M$ large enough for the rim of the region to be unimportant. They have the surface area $MA_s$. If their footprints do not overlap, the sum of the footprints cannot exceed this area:

$$M\,\frac{A_c}{\cos\theta}\le M A_s
\quad\Rightarrow\quad \cos\theta\ge\frac{A_c}{A_s}.$$

The multiplication by $\cos\theta$ keeps the direction of the inequality because $\cos\theta>0$. The cosine falls as the angle grows from zero to $90^\circ$, so a lower bound on the cosine is an upper bound on the angle:

$$\theta\le\theta^*,\qquad \theta^*=\arccos\frac{A_c}{A_s}\qquad(A_c\le A_s). \tag{2}$$

The fraction of the surface plane left free by non-overlapping footprints is

$$f(\theta)=1-\frac{A_c}{A_s\cos\theta}. \tag{3}$$

This fraction falls with increasing tilt and vanishes at $\theta^*$.

The area count permits every tilt from zero to $\theta^*$, although the shape of the chains may narrow this range. What selects one of the possible tilts is energy. The binding sites hold the lower ends of the molecules at fixed distances, but the chains attract one another. When they lean over together, the perpendicular distances between their axes shrink in the direction of the tilt, although the binding sites do not move. If this attraction outweighs everything that opposes the tilt, such as a preferred bond angle at the sulfur atom, and if the cross-sections can fit together without gaps, the chains lean until no free area remains. Under this assumption the expected tilt is $\theta^*$ itself. The assumption is plausible for long chains, because the attraction grows with the number of carbon atoms whereas the binding to the metal involves one end.

The numbers are

$$\cos\theta^*=\frac{0.184}{0.216}=0.8519,\qquad
\theta^*=0.5513\ \mathrm{rad}=31.6^\circ .$$

Upright chains would leave $f(0)=1-0.8519=14.8\,\%$ of the plane free. At a tilt of $20^\circ$, equation (3) still gives $9.3\,\%$. At $31.6^\circ$ the free area is used up.

Three limits help in reading equation (2). If $A_c=A_s$, the chains stand upright, since there is no free area to remove. If $A_c>A_s$, no angle satisfies the inequality, and straight parallel chains cannot fill all the sites. If $A_c$ is slightly smaller than $A_s$, the angle is small, and $\cos\theta^*\approx1-\theta^{*2}/2$ gives

$$\theta^*\approx\sqrt{2\left(1-\frac{A_c}{A_s}\right)}\quad\text{(in radians)}.$$

The square root explains why a modest mismatch of areas produces a large tilt. A small change of angle near the upright position hardly changes the footprint, so the chains must lean a long way to close the gap.

### (c) A shape that reaches the limit

Equation (2) came from counting areas. Such a count cannot tell whether the pieces fit together, so an example is needed.

Let the binding sites form a triangular lattice with nearest-neighbour distance $a$. Its cell is spanned by $(a,0)$ and $(a/2,\sqrt3a/2)$, and therefore

$$A_s=\frac{\sqrt3}{2}a^2\quad\Rightarrow\quad
a=\sqrt{\frac{2A_s}{\sqrt3}}=0.499\ \mathrm{nm}.$$

Let the chains lean towards a nearest neighbour, along $x$. Seen along the chain axis, a site at $(x,y,0)$ has the perpendicular coordinates

$$u=(x,y,0)\cdot\mathbf e_1=x\cos\theta,\qquad v=(x,y,0)\cdot\mathbf e_2=y .$$

The sites thus appear in rows. Within a row their distance is $a\cos\theta$. The rows are $\sqrt3a/2$ apart, and each is shifted by half a period relative to the next. This is the pattern of bricks in a wall.

Now give each chain a rectangular cross-section with sides

$$w=\frac{A_c}{\sqrt3a/2}\ \text{along the tilt},\qquad
h=\frac{\sqrt3}{2}a\ \text{across it}.$$

Its area is $wh=A_c$, as required. The rows touch each other at every tilt, because $h$ equals their distance. Within a row the bricks touch when $a\cos\theta=w$. Solving for the cosine gives

$$\cos\theta=\frac{w}{a}=\frac{A_c}{\sqrt3a^2/2}=\frac{A_c}{A_s},$$

which is the condition $\theta=\theta^*$. At smaller tilts there are gaps within the rows. At larger tilts the bricks would overlap: at $38^\circ$ the footprints would add up to about 1.08 times the available surface.

The sides are $w=0.425$ nm and $h=0.433$ nm, so the required shape is nearly a square. This example proves that the bound can be reached on this lattice. It does not prove that a real alkyl chain has this shape. A real chain has a flat zigzag backbone with hydrogen atoms on both sides, and the way neighbouring backbones are turned relative to each other affects how they fit. A real chain is also not a prism: its outline repeats along the axis every two carbon atoms, about 0.25 nm, so the fit depends on how far neighbours are shifted along their axes, and the tilt of lowest energy can lie somewhat below $\theta^*$. The estimate needs cross-sections that can fill the projected lattice; the first variation shows what happens when they cannot.

### (d) What the given digits support

Write equation (2) as $\cos\theta^*=A_c/A_s$ and take the differential of both sides:

$$-\sin\theta^*\,d\theta^*=\frac{dA_c}{A_s}-\frac{A_c}{A_s^2}\,dA_s .$$

Divide by $-\sin\theta^*$ and replace $A_c/A_s$ by $\cos\theta^*$ in the second term:

$$d\theta^*=-\frac{dA_c}{A_s\sin\theta^*}
+\frac{\cos\theta^*}{A_s\sin\theta^*}\,dA_s. \tag{4}$$

The signs are as expected. A thicker chain leaves less room to lean, and a larger surface area per molecule leaves more.

With $\sin\theta^*=0.5238$, an increase of $A_c$ by $0.001\ \mathrm{nm^2}$ at fixed $A_s$ changes the angle by

$$-\frac{0.001}{0.216\times0.5238}\ \mathrm{rad}=-0.00884\ \mathrm{rad}=-0.51^\circ .$$

The same increase of $A_s$ at fixed $A_c$ changes it by $+0.43^\circ$.

Areas quoted to three decimals may each be off by $0.0005\ \mathrm{nm^2}$ through rounding. The smallest angle then belongs to $A_c=0.1845$ and $A_s=0.2155\ \mathrm{nm^2}$, and the largest to $A_c=0.1835$ and $A_s=0.2165\ \mathrm{nm^2}$. Equation (2) gives $31.11^\circ$ and $32.05^\circ$. A fair statement of the result is therefore "about $31^\circ$ to $32^\circ$", and even the first decimal is uncertain. The factor $1/\sin\theta^*$ in equation (4) also shows that the estimate becomes less certain when the two areas are nearly equal.

### (e) The height of the backbone

Two successive bonds of length $b$ enclose the angle $\alpha$. They form an isosceles triangle whose base lies parallel to the chain axis. Half of the base is the advance along the axis per bond, and the height of the triangle is the sideways step:

$$p=b\sin\frac{\alpha}{2}=0.153\ \mathrm{nm}\times\sin56^\circ=0.1268\ \mathrm{nm},$$

$$q=b\cos\frac{\alpha}{2}=0.153\ \mathrm{nm}\times\cos56^\circ=0.0856\ \mathrm{nm}.$$

Eighteen carbon atoms are joined by 17 bonds, so the span along the axis is

$$L=17\,p=2.156\ \mathrm{nm}.$$

Because 17 is odd, the first and last carbon atoms lie on opposite sides of the zigzag. The vector from the first to the last is

$$\mathbf d=L\,\mathbf t+q\,(\cos\psi\,\mathbf e_1+\sin\psi\,\mathbf e_2),$$

where the twist angle $\psi$ says how the plane of the zigzag is turned about the chain axis. The $z$ components of $\mathbf t$, $\mathbf e_1$ and $\mathbf e_2$ are $\cos\theta$, $-\sin\theta$ and $0$. The height difference is then

$$d_z=L\cos\theta-q\sin\theta\cos\psi. \tag{5}$$

The average of $\cos\psi$ over a full turn is zero. At $\theta=\theta^*$ the mean height is

$$H=L\cos\theta^*=2.156\ \mathrm{nm}\times0.8519=1.84\ \mathrm{nm}.$$

A particular twist can raise or lower this by at most $q\sin\theta^*=0.0856\times0.5238\ \mathrm{nm}=0.045$ nm. The height $H$ runs from the first carbon atom to the last. The full layer is thicker, since it also contains the sulfur atom below and the hydrogen atoms at the top.

Averaged over the twist, the tilt lowers the backbone by $14.8\,\%$, the same fraction that was free between upright chains. This equality follows from equation (2), which gives

$$A_sH=A_sL\cos\theta^*=A_cL .$$

The left side is the volume available to one molecule in the tilted layer over the height $H$. The right side is the volume that the same length of chain takes up in the dense packing. The layer becomes thinner by just the amount that restores the density of packed chains.

### The model beside a real layer

Long alkanethiols on the close-packed face of gold are known to form ordered layers with tilts of roughly $30^\circ$ and molecular spacings of roughly 0.5 nm, so the inputs and the estimate lie in the usual range. Real blocking layers can depart from the model in several ways, for example through missing molecules, steps on the surface or bent chains. Missing molecules are easy to include. Suppose that $5\,\%$ of the molecules are absent and the others share the surface evenly. The area per molecule becomes $0.216/0.95=0.2274\ \mathrm{nm^2}$, and the largest common tilt rises from $31.6^\circ$ to $36.0^\circ$. If the molecules keep their sites and the vacancies remain as separate holes, the bricks of part (c) still cannot tilt together beyond $31.6^\circ$, because most neighbours within a row are still in place. The holes may also admit the precursor. The tilt is therefore no measure of how well the layer blocks. Blocking also depends on defects, on the size and reactivity of the precursor, and on whether the molecules stay on the surface during the process.

## Variation 1: round rods

**Question.** Replace the chains by hard round rods. Choose their diameter $d$ so that their densest packing, a triangular one, has the same area $A_c$ per rod. How far can they tilt on the same lattice?

**Solution.** The condition on the diameter is $\sqrt3d^2/2=A_c$, which gives $d=0.461$ nm. Dividing it by $\sqrt3a^2/2=A_s$ yields

$$\frac{d^2}{a^2}=\frac{A_c}{A_s}\equiv r=0.8519 .$$

Let the direction to a nearest neighbour make the angle $\delta$ with the direction of tilt, both measured in the surface. The vector to this neighbour has the component $a\cos\delta\sin\theta$ along the rod axis. By Pythagoras, the squared distance between the two axes is

$$D^2=a^2\left(1-\sin^2\theta\cos^2\delta\right).$$

The rods do not overlap as long as $D^2\ge d^2$, that is,

$$\sin^2\theta\le\frac{1-r}{\cos^2\delta}.$$

The neighbour closest to the direction of tilt sets the limit, because it has the largest $\cos^2\delta$. The six neighbours are $60^\circ$ apart, so for this one $\delta$ lies between $0$ and $30^\circ$.

For tilt straight towards a neighbour, $\delta=0$ and

$$\cos\theta=\sqrt r=0.923,\qquad \theta=22.6^\circ .$$

For tilt midway between two neighbours, $\delta=30^\circ$ and $\cos^2\delta=3/4$. Then $\sin^2\theta=4(1-r)/3$, and

$$\cos\theta=\sqrt{1-\frac{4(1-r)}{3}}=\sqrt{\frac{4r-1}{3}}=0.896,\qquad \theta=26.4^\circ .$$

This is the most favourable azimuth. More distant sites do not interfere: they are at least $\sqrt3a$ away, and tilting shortens a distance at most by the factor $\cos\theta$, which leaves more than $d$ here.

Round rods thus stop about $5^\circ$ short of the area limit, even at their best azimuth. Tilting squeezes the triangular lattice in one direction, and circles on the squeezed lattice touch along some directions while gaps remain along others. Round rods would reach $\theta^*$ on a distorted lattice of the same area per site, with neighbour distances of about 0.54 and 0.48 nm instead of 0.50 nm. For sites on a strictly triangular lattice, the estimate of part (b) therefore relies on chains whose cross-sections are not round and, when suitably turned about their axes, fill the squeezed lattice.

## Variation 2: a warmer layer

**Question.** The layer is heated by 100 K, as may happen when it is prepared near room temperature and used in a deposition process. Take rough area expansivities of $3.0\times10^{-4}\ \mathrm{K^{-1}}$ for the packed chains and $2.8\times10^{-5}\ \mathrm{K^{-1}}$ for gold. All molecules stay in place and the chains remain straight. How does the tilt change?

**Solution.** The two areas become

$$A_c'=0.184\,(1+0.030)\ \mathrm{nm^2}=0.1895\ \mathrm{nm^2},$$

$$A_s'=0.216\,(1+0.0028)\ \mathrm{nm^2}=0.2166\ \mathrm{nm^2}.$$

Equation (2) then gives

$$\theta'=\arccos\frac{A_c'}{A_s'}=29.0^\circ ,$$

which is $2.6^\circ$ less than before. The chains need more room, while the gold that fixes their spacing hardly expands, so they stand up a little. The shift is several times larger than the $\pm0.5^\circ$ from rounding in part (d), but its size follows the rough expansivity of the chains: values from $2\times10^{-4}$ to $4\times10^{-4}\ \mathrm{K^{-1}}$ give shifts from $1.6^\circ$ to $3.7^\circ$. A comparison with a measured tilt should therefore use areas that belong to the temperature of the measurement.

The estimate fails when heat bends the chains or removes molecules, and in a thiol layer on gold a rise of 100 K may already do so. Bent chains have no single tilt angle. If molecules are lost and the others spread out evenly, each has more area, which acts against the change found here.

Numbers in the example were calculated in double precision.
